# Weibull Slopes of Successive Breakdowns in a Thin Insulator

## Part 1. From independent spots to the slope of the k-th breakdown

### The question

A thin insulating film under a constant voltage slowly accumulates damage. At some moment a small conducting spot forms across it, and the current jumps. If that current is small, the film still supports most of the voltage, and a second spot may form later at another place, then a third. A circuit that can live with one or two such spots does not fail at the first breakdown. Its reliability is set by the time of the second or third.

Reliability is judged at low percentiles, where perhaps one device in ten thousand has failed. What matters there is how fast the failed fraction falls as the time is shortened. On a Weibull plot this is read as a slope. We ask how the slope for the $k$-th breakdown is related to that for the first.

Let $t$ be the time since the stress was applied, and let $N(t)$ be the mean number of spots present in one device at that time. The average is taken over many nominally identical devices. We assume

$$
N(t)=\left(\frac{t}{\tau}\right)^{\beta},\qquad \tau>0,\quad \beta>0 .
\tag{1}
$$

The time $\tau$ is that at which a device has one spot on average. It belongs to a given area, voltage and temperature, all held fixed here. "Breakdown" means the formation of a spot, whatever this does to the circuit.

Equation (1) does not determine the distribution of the second breakdown. A mean of 0.01 spots per device could arise from single spots in one device out of a hundred, or from pairs in one out of two hundred. A second breakdown is absent in the first case and as common as the first breakdown in the second. The missing information is supplied by independence.

### The number of spots in one device

Divide the film into $n$ equivalent places. We assume that each place can break once, that it does so independently of all others, and that a spot does not alter the stress elsewhere. Let $p$ be the probability that a given place has broken by time $t$. The mean number of broken places is $np$, so agreement with (1) requires

$$
p=\frac{N}{n}.
\tag{2}
$$

The probability that a particular set of $j$ places has broken and the other $n-j$ have not is $p^j(1-p)^{n-j}$. There are $n!/[j!(n-j)!]$ such sets, and they describe mutually exclusive outcomes. The probability of exactly $j$ spots is therefore

$$
P_n(j)=\frac{n(n-1)\cdots(n-j+1)}{j!}\,p^j(1-p)^{n-j}.
\tag{3}
$$

Insert (2) and give each of the $j$ factors in the numerator one factor $1/n$ from $p^j$:

$$
P_n(j)=\frac{N^j}{j!}
\left[\prod_{i=0}^{j-1}\left(1-\frac{i}{n}\right)\right]
\left(1-\frac{N}{n}\right)^{n}
\left(1-\frac{N}{n}\right)^{-j}.
\tag{4}
$$

Now let $n\to\infty$ with $N$ and $j$ fixed. The product has a fixed number of factors, each tending to 1, and the last factor also tends to 1. For the remaining one,

$$
n\ln\left(1-\frac{N}{n}\right)=-N-\frac{N^2}{2n}-\cdots\;\longrightarrow\;-N .
\tag{5}
$$

The number of spots thus follows the Poisson distribution,

$$
P(j)=e^{-N}\frac{N^j}{j!}.
\tag{6}
$$

### The distribution of the k-th breakdown time

Let $F_k(t)$ be the fraction of devices whose $k$-th breakdown has occurred by time $t$. The $k$-th breakdown has occurred exactly when at least $k$ spots are present. Its complement is the presence of $0,1,\ldots,k-1$ spots, so

$$
F_k=1-e^{-N}\sum_{j=0}^{k-1}\frac{N^j}{j!}.
\tag{7}
$$

For $k=1$ this is $F_1=1-\exp[-(t/\tau)^\beta]$, the Weibull distribution with shape parameter $\beta$.

The behaviour at small $N$ is easiest to find from the derivative of (7). The product rule gives

$$
\frac{dF_k}{dN}=e^{-N}\left[\sum_{j=0}^{k-1}\frac{N^j}{j!}
-\sum_{j=1}^{k-1}\frac{N^{j-1}}{(j-1)!}\right].
\tag{8}
$$

The first sum comes from differentiating $e^{-N}$, whose minus sign cancels the one in (7). The second comes from differentiating the powers; its $j=0$ term is absent because a constant has no derivative. With $j-1$ renamed $j$, the second sum runs from 0 to $k-2$ and cancels all but the last term of the first:

$$
\frac{dF_k}{dN}=\frac{N^{k-1}}{(k-1)!}\,e^{-N}.
\tag{9}
$$

This has a direct meaning. For the $k$-th spot to appear while $N$ grows by $dN$, there must already be $k-1$ spots, with the probability (6), and one more must form, with probability $dN$.

Since $F_k=0$ at $N=0$, integration of (9) with $e^{-x}=1-x+O(x^2)$ gives

$$
\begin{aligned}
F_k&=\frac{1}{(k-1)!}\int_0^N x^{k-1}\left[1-x+O(x^2)\right]dx\\
&=\frac{1}{(k-1)!}\left[\frac{N^k}{k}-\frac{N^{k+1}}{k+1}+O(N^{k+2})\right].
\end{aligned}
\tag{10}
$$

Taking out the factor $N^k/k$ and using $k\,(k-1)!=k!$, we obtain

$$
F_k=\frac{N^k}{k!}\left[1-\frac{kN}{k+1}+O(N^2)\right].
\tag{11}
$$

At early times $F_k$ is thus proportional to $t^{k\beta}$. The power $N^k$ appears because $k$ independent rare events must all have happened. The factor $1/k!$ appears because the order in which the places are listed does not matter. In particular $F_2\simeq F_1^2/2$ at the same early time.

### The slope on a Weibull plot

A Weibull plot shows

$$
W=\ln H,\qquad H=-\ln(1-F_k),
\tag{12}
$$

against $\ln t$. For $k=1$, $H=N$ and $W=\beta\ln t-\beta\ln\tau$, a straight line of slope $\beta$ at every percentile. For general $k$ we define the local slope $s_k=dW/d\ln t$. Equation (1) gives $d\ln N/d\ln t=\beta$, so the chain rule yields

$$
s_k=\beta\,\frac{d\ln H}{d\ln N}=\beta\,\frac{N}{H}\frac{dH}{dN}.
\tag{13}
$$

From (12), $dH/dN=(dF_k/dN)/(1-F_k)$. With (9) this becomes

$$
s_k=\frac{\beta\,N^k e^{-N}}{(k-1)!\,(1-F_k)\,H}.
\tag{14}
$$

No approximation beyond the Poisson limit has been made in (14).

Consider low percentiles with $k\ge2$. The expansion of the logarithm is $H=F_k+F_k^2/2+\cdots$. The second term is smaller than the first by a factor $F_k/2$, which is of order $N^k$ and hence at most of order $N^2$. To first order in $N$ the bracket in (11) therefore also holds for $H$:

$$
\ln H=k\ln N-\ln k!-\frac{kN}{k+1}+O(N^2).
\tag{15}
$$

The remainder is a power series in $N$, so it may be differentiated term by term, and $N\,d/dN$ leaves its order unchanged. Equation (13) then gives

$$
s_k=k\beta\left[1-\frac{N}{k+1}+O(N^2)\right],\qquad k\ge2 .
\tag{16}
$$

This is the result sought:

$$
s_k\to k\beta\quad\text{as}\quad F_k\to0 .
\tag{17}
$$

For $k=1$ the limit also holds, but the correction in (16) does not. There $F_1^2/2$ is of relative order $N/2$ and cancels the term $-N/2$ in (11), in agreement with $H=N$.

### Why the plot bends

For $k\ge2$ the distribution (7) is not a Weibull distribution, and $k\beta$ is the slope of its lower end. To follow the slope upward, define

$$
h=\frac{dH}{dN}=\frac{N^{k-1}/(k-1)!}{S},\qquad
S=\sum_{j=0}^{k-1}\frac{N^j}{j!}.
\tag{18}
$$

This follows from (9) and $1-F_k=e^{-N}S$, the exponentials cancelling. The ratio $h$ is the probability that a device which has not yet had its $k$-th breakdown already has $k-1$ spots. When $N$ is large the last term dominates $S$, and $h\to1$. Nearly every surviving device is then one spot short of its $k$-th breakdown, and the next spot completes the count, just as the first spot does for $k=1$.

In the same limit $1-F_k\simeq e^{-N}N^{k-1}/(k-1)!$, so that

$$
H=N-(k-1)\ln N+\ln(k-1)!+o(1).
\tag{19}
$$

Hence $H/N\to1$, and (13) gives $s_k=\beta Nh/H\to\beta$. The slope starts at $k\beta$ and ends at $\beta$.

It also falls steadily in between. Taking the logarithmic derivative of (18),

$$
g_k(N)\equiv\frac{d\ln h}{d\ln N}=k-1-\frac{1}{S}\sum_{j=0}^{k-1}j\,\frac{N^j}{j!}
=k-1-\langle j\rangle ,
\tag{20}
$$

where $\langle j\rangle$ is the mean number of spots among devices with fewer than $k$. Differentiating the ratio of sums that defines this mean gives

$$
\frac{d\langle j\rangle}{d\ln N}=\langle j^2\rangle-\langle j\rangle^2>0,
\qquad k\ge2,\; N>0 .
\tag{21}
$$

The right side is a variance. It is positive because at least two values of $j$ have nonzero weight. Thus $g_k$ decreases as $N$ grows.

Since $H=0$ at $N=0$, we have $H=\int_0^N h(x)\,dx=N\int_0^1h(uN)\,du$. Equation (13) can then be inverted to

$$
\frac{\beta}{s_k}=\frac{H}{Nh(N)}=\int_0^1\frac{h(uN)}{h(N)}\,du .
\tag{22}
$$

Integrating (20) from $uN$ to $N$, and writing the integration variable as $vN$,

$$
\frac{h(uN)}{h(N)}=\exp\left[-\int_u^1 g_k(vN)\,\frac{dv}{v}\right].
\tag{23}
$$

As $N$ increases, $g_k(vN)$ decreases at each $v$, so the exponential increases for each $u$ between 0 and 1. The integral (22) increases with it, and $s_k$ falls. Together with the two limits this proves

$$
\beta<s_k<k\beta,\qquad k\ge2,\quad 0<N<\infty .
\tag{24}
$$

The bend has a consequence for extrapolation. A curve whose slope decreases from left to right lies below each of its tangents. If a tangent drawn at a high percentile is extended to earlier times, it predicts a larger failed fraction than (7). Within this model such an extrapolation is pessimistic for $k\ge2$.

## Part 2. Times, areas and the limits of independence

### Results carried forward

The mean number of spots in a device is $N=(t/\tau)^\beta$, and $F_k$ is the fraction of devices whose $k$-th breakdown has occurred by time $t$. For independent spots at many places, $F_k$ is given by (7) and its low tail by (11). The local slope $s_k$ of the Weibull plot is given by (14). For $k\ge2$ it falls from $k\beta$ at low percentiles to $\beta$ at high ones, with the first correction (16).

### The time at a given failed fraction

To find the time at which a small fraction $F$ has had its $k$-th breakdown, solve (11) for $N$. Define $N_0=(k!\,F)^{1/k}$, the solution without the correction. Multiplying (11) by $k!$ and dividing by the bracket gives

$$
N^k=N_0^k\left[1+\frac{kN}{k+1}+O(N^2)\right].
\tag{25}
$$

The $k$-th root divides the first-order term by $k$. In that term $N$ may be replaced by $N_0$, since the difference is of second order:

$$
N=N_0\left[1+\frac{N_0}{k+1}+O(N_0^2)\right].
\tag{26}
$$

Since $t=\tau N^{1/\beta}$, raising (26) to the power $1/\beta$ yields

$$
t_k(F)=\tau\,(k!\,F)^{1/(k\beta)}
\left[1+\frac{N_0}{(k+1)\beta}+O(N_0^2)\right].
\tag{27}
$$

To leading order, the time gained by waiting for the $k$-th breakdown instead of the first is

$$
\frac{t_k(F)}{t_1(F)}\simeq(k!)^{1/(k\beta)}\,F^{-(1-1/k)/\beta}.
\tag{28}
$$

The exponent of $F$ is negative for $k\ge2$, so the gain grows as the permitted failed fraction is made smaller.

### Dependence on area

Let the area change from $A_0$ to $A$, with the same places per unit area and the same stress. At a fixed time each place has the same $p$, while $n$ is proportional to $A$. Hence

$$
N=\frac{A}{A_0}\left(\frac{t}{\tau}\right)^\beta .
\tag{29}
$$

By (11), the low-percentile fraction at fixed time is proportional to $A^k$. At fixed percentile $N$ is fixed, so the time scales as $(A_0/A)^{1/\beta}$ for every $k$. A larger area shifts all the Weibull plots by the same amount along the time axis; the steeper ones then change more in height.

For an area ten times larger, starting from $N=10^{-4}$, the binomial sums give ratios of 10.00, 99.94 and 999.33 for $k=1,2,3$. The small deficit from $10^k$ comes from the correction in (11). For $k=2$ that correction changes by $(2/3)(10^{-3}-10^{-4})=6\times10^{-4}$, which accounts for 99.94 in place of 100.

### A worked example

Consider a test capacitor of area $10^{-4}\ \mathrm{cm^2}$ and insulator thickness 2 nm, held at 3 V. We choose the round values $\beta=1.2$ and $\tau=10^4$ s, and ask when 100 ppm of such capacitors have had their first, second and third breakdowns. Thus $F=10^{-4}$.

For the first breakdown $N_0=10^{-4}$, and (27) gives

$$
t_1\simeq10^4\,(10^{-4})^{1/1.2}\ \mathrm{s}=4.64\ \mathrm{s}.
\tag{30}
$$

For the second, $N_0=\sqrt{2\times10^{-4}}=0.01414$, and

$$
t_2\simeq10^4\,(0.01414)^{1/1.2}\left[1+\frac{0.01414}{3\times1.2}\right]\mathrm{s}
=287.6\times1.0039\ \mathrm{s}=288.7\ \mathrm{s}.
\tag{31}
$$

For the third, $N_0=(6\times10^{-4})^{1/3}=0.0843$. The leading term is 1274 s, and the correction factor is $1+0.0843/4.8=1.0176$, which gives 1296 s. Inversion of the full distribution (7) gives 1297 s. The second and third breakdowns come later than the first by factors of 62 and 279 at this percentile.

The local slopes are as follows.

| $k$ | limit $k\beta$ | at 100 ppm | at 1% | at 50% |
|---|---|---|---|---|
| 1 | 1.20 | 1.200 | 1.200 | 1.200 |
| 2 | 2.40 | 2.389 | 2.294 | 1.821 |
| 3 | 3.60 | 3.523 | 3.233 | 2.283 |

For $k=2$ and 3, equation (16) reproduces the third column to within 0.001. At 100 ppm the mean number is 0.0142 for $k=2$, and $2.4(1-0.0142/3)=2.389$. For $k=3$ it is 0.0862, and $3.6(1-0.0862/4)=3.522$.

The phrase "low percentile" can now be given a size. The slope has fallen 10% below $k\beta$ at $F_2=6.1\%$ for the second breakdown, but already at $F_3=0.94\%$ for the third. The values of $N$ at these points are similar, 0.40 and 0.43. Since $F_k$ begins as $N^k/k!$, a similar $N$ corresponds to a much smaller fraction for the larger $k$. A slope measured near the median is well below $k\beta$ in both cases, even when the spots are independent.

### A finite number of places

The first term of the low tail of the binomial distribution is (4) with $j=k$. Compared with the Poisson result it carries the factor

$$
\prod_{i=0}^{k-1}\left(1-\frac{i}{n}\right)\simeq1-\frac{k(k-1)}{2n},
\tag{32}
$$

because $0+1+\cdots+(k-1)=k(k-1)/2$. This factor does not depend on time, so it leaves the limiting slope unchanged. If a place occupies $1\ \mathrm{nm^2}$, the capacitor has $n=10^{10}$ places. For $k=3$ the relative change of $F_3$ in the low tail is about $-3\times10^{-10}$, which is negligible.

### Spots that bring companions

Independence is a much more delicate matter. Suppose that each spot of a primary kind forms independently, and that with probability $q$ it at once triggers one companion. Companions trigger nothing further. If $M$ is the mean number of primary spots, the mean total is $M(1+q)$. We keep (1) for the total, so

$$
M=\frac{N}{1+q}.
\tag{33}
$$

The second breakdown has not occurred if there is no primary spot, or if there is one without a companion. These cases have probabilities $e^{-M}$ and $(1-q)Me^{-M}$. Therefore

$$
F_2=1-e^{-M}\left[1+(1-q)M\right].
\tag{34}
$$

With $e^{-M}=1-M+M^2/2+O(M^3)$, the product on the right is $1-qM-(\tfrac12-q)M^2+O(M^3)$. The linear term is $(1-q)M-M$, and the quadratic one is $M^2/2-(1-q)M^2$. Hence

$$
F_2=qM+\left(\tfrac12-q\right)M^2+O(M^3).
\tag{35}
$$

For any $q>0$ the linear term wins as $M\to0$, and the slope tends to $\beta$, not $2\beta$. The mean number of spots is still given by (1); what has been lost is independence. For small $q$ the two terms are equal near $M=2q$, so a rare correlation can remain hidden at high percentiles and govern the low ones.

Take $q=1\%$ in the example. The time at which 100 ppm have had a second breakdown falls from 289 s to 168 s, and the slope there is 1.52 instead of 2.39. At 168 s, $N=0.0168^{1.2}=0.0074$ and $M\simeq0.0074$. The companion term in (35) is then about $7\times10^{-5}$ and the quadratic term about $3\times10^{-5}$. Most second breakdowns at this percentile are due to companions, although only one primary spot in a hundred has one.

### A voltage drop after the first spot

The current through the first spot flows through any resistance in series with the film and lowers the voltage across it. Suppose that from the first breakdown, at time $t_1$, further ageing proceeds at a constant pace $g$ relative to the original one, with $0<g\le1$. At a later time $t$ the effective age is $a=t_1+g(t-t_1)$, and the mean number of spots added since $t_1$ is $N(a)-N(t_1)$.

The first breakdown falls in $dt_1$ with probability $N'(t_1)e^{-N(t_1)}dt_1$, where the prime denotes a time derivative. The probability of at least one further spot by time $t$ is one minus the probability of none. Thus

$$
F_2=\int_0^t N'(t_1)e^{-N(t_1)}
\left\{1-e^{-[N(a)-N(t_1)]}\right\}dt_1 .
\tag{36}
$$

At small $N(t)$ the first exponential is 1 and the brace is $N(a)-N(t_1)$, both to leading order. Put $t_1=ut$. Then $N'(t_1)\,dt_1=N\beta u^{\beta-1}du$, $N(t_1)=Nu^\beta$ and $N(a)=N[u+g(1-u)]^\beta$, where $N=N(t)$. This gives

$$
F_2\simeq\frac{c\,N^2}{2},\qquad
c=2\beta\int_0^1u^{\beta-1}\left\{[u+g(1-u)]^\beta-u^\beta\right\}du .
\tag{37}
$$

For $g=1$ the integral is $1/\beta-1/(2\beta)=1/(2\beta)$, so $c=1$ and (11) is recovered. Since $c$ does not depend on time, the limiting slope remains $2\beta$. At a fixed low percentile $N$ is multiplied by $c^{-1/2}$, and the time by $c^{-1/(2\beta)}$.

To size the effect, let the lifetime vary as the inverse 40th power of the voltage, and let the series resistance be 100 ohm. We treat the spot current as constant and neglect any change in the tunnel current through the intact film. A soft first spot carrying 10 µA lowers the voltage by 1 mV. Then $g=(1-0.001/3)^{40}=0.987$ and $c=0.986$, and the second breakdown at 100 ppm moves from 289 s to 290 s. A hard first spot carrying 1 mA lowers it by 100 mV. Then $g=(1-0.1/3)^{40}=0.258$ and $c=0.235$, and the time becomes 528 s. The plot is shifted appreciably, but its limiting slope at low percentiles is still $2\beta$.

### Devices that are not alike

Suppose that spots are independent within each device, but that $\ln\tau$ varies between devices with a normal distribution of standard deviation $\sigma$. Let $\tau$ now denote the median. In a given device $N$ is replaced by $NG$, with $G=e^{\beta\sigma z}$ and $z$ a standard normal variable. The leading term of (11) must be averaged, which requires

$$
\langle G^k\rangle=\int_{-\infty}^{\infty}\frac{e^{k\beta\sigma z-z^2/2}}{\sqrt{2\pi}}\,dz
=e^{k^2\beta^2\sigma^2/2}.
\tag{38}
$$

The last step follows from $k\beta\sigma z-z^2/2=-(z-k\beta\sigma)^2/2+k^2\beta^2\sigma^2/2$.

The average may be taken term by term at this order. Since $1-x\le e^{-x}\le1$ for $x\ge0$, the integral of (9) lies between $N^k/k!$ and $(N^k/k!)[1-kN/(k+1)]$. After averaging, the relative error of the leading term is therefore at most $[kN/(k+1)]\langle G^{k+1}\rangle/\langle G^k\rangle$, which vanishes with $N$. The limiting slope is still $k\beta$, while the low tail is raised by the factor (38) at fixed median $\tau$.

For $\sigma=0.3$ this factor is 1.07, 1.30 and 1.79 for $k=1,2,3$. The 100 ppm times become 4.40, 259 and 1109 s, instead of 4.64, 289 and 1297 s. The slopes at that percentile are 1.200, 2.386 and 3.501, close to those without spread. The later breakdowns are affected more because a weak device raises the chance of every one of the $k$ spots.

### The model beside a real gate insulator

The thickness, $\beta$ and stress voltage lie in the rough regime of an ultrathin silicon dioxide gate insulator in an accelerated test. The ratio of voltage to thickness, 15 MV/cm, is a nominal field, since part of the applied voltage falls in the electrodes. It is far above the field in normal use, so the times found here are not service lives. The values of $q$, $\sigma$, the resistance and the spot currents are chosen to show sensitivities and are not measurements. An intact oxide film of this thickness and area can itself carry a tunnel current of the order of 1 mA at this voltage. A soft spot of 10 µA would then be hard to detect as a jump. The tunnel current also falls when the film voltage drops, which offsets part of the 100 mV assumed for the hard spot, so for a spot current fixed at 1 mA the delay found is an upper estimate. In real films the current through a spot can grow with time, so the constant pace $g$ is an idealization, and a device may fail through the growth of its first spot before a second one forms. That competing failure is not included in $F_2$. Of the effects sized above, the 1% companion probability shortens the second-breakdown time at 100 ppm by about 40%, and the hard first spot lengthens it by about 80%.

The factor of 62 between first and second breakdown belongs to 100 ppm and $\beta=1.2$; by (28) it changes with both. Even there it can serve as a design margin only under stated conditions: the circuit tolerates one spot, that spot does not grow to failure first, the devices are closely alike, (1) holds down to this percentile, and the spots are independent down to it as well. The last condition can be examined only in part on the second breakdown itself. If its local slope falls back towards $\beta$ as the percentile is lowered, independent spots obeying (1) in alike devices cannot be the explanation, because (24) and the steady fall derived with it require the slope to rise towards $2\beta$. The converse does not hold: a slope near $2\beta$ does not establish independence. The derivation of (36) and (37) is valid for any constant pace. If the first spot speeds up the ageing of the rest of the film, $g>1$, then $c>1$ and the second breakdown comes earlier by the factor $c^{-1/(2\beta)}$, while the limiting slope stays $2\beta$. The margin is then smaller than 62, and the slope at low percentiles does not reveal it. The test also needs many devices. About $10^5$ are required to see ten second breakdowns below 100 ppm, and a slope estimated from $r$ events has a relative scatter of roughly $1/\sqrt r$, about 30% for ten. The numerical output below gives the values used in this example.

## Computed results

```
beta = 1.20, tau = 10000 s
area = 1.0e-04 cm2, thickness = 2.0 nm
stress = 3.0 V, voltage/thickness = 15.0 MV/cm
target failed fraction = 100 ppm
k=1: limiting slope k*beta = 1.20
  mean number at target = 1.0001e-04
  time at target: exact 4.642 s, low formula 4.642 s
  time relative to first breakdown = 1.00
  slope at 100 ppm, 1%, 50% = 1.200, 1.200, 1.200
  F ratio for 10 times the area (N=1e-4) = 10.00
k=2: limiting slope k*beta = 2.40
  mean number at target = 1.4209e-02
  time at target: exact 288.719 s, low formula 287.583 s
  time relative to first breakdown = 62.20
  slope at 100 ppm, 1%, 50% = 2.389, 2.294, 1.821
  F ratio for 10 times the area (N=1e-4) = 99.94
  slope 10% low at N = 0.397, F = 6.08 %
k=3: limiting slope k*beta = 3.60
  mean number at target = 8.6176e-02
  time at target: exact 1296.648 s, low formula 1273.626 s
  time relative to first breakdown = 279.34
  slope at 100 ppm, 1%, 50% = 3.523, 3.233, 2.283
  F ratio for 10 times the area (N=1e-4) = 999.33
  slope 10% low at N = 0.426, F = 0.94 %
places of 1 nm2 = 1.0e+10
finite-place relative change of F, k=3 = -3.0e-10
companion chance = 1.0 %
  second breakdown at target = 168.25 s
  slope there = 1.515
series resistance = 100 ohm, voltage power = 40
soft first spot: 10 uA, drop 1.0 mV
  ageing pace g = 0.9868, tail factor c = 0.9856
  second breakdown at target = 290.47 s
hard first spot: 1000 uA, drop 100.0 mV
  ageing pace g = 0.2577, tail factor c = 0.2352
  second breakdown at target = 528.30 s
spread of ln(tau) = 0.30
  k=1: tail factor 1.067, time 4.398 s, slope 1.200
  k=2: tail factor 1.296, time 259.382 s, slope 2.386
  k=3: tail factor 1.792, time 1108.573 s, slope 3.501
```
